Threshold energy for pair creation by a fast electron in parabolic bands

**1. The question**

In a strong electric field a conduction electron can gain enough kinetic energy to lift a second electron out of the valence band. One carrier then becomes three: two conduction electrons and a hole. Repetition of this process, called impact ionisation, feeds an avalanche.

Creating the pair costs the band gap Eg. An electron with kinetic energy Eg nevertheless cannot pay for it unaided, because it also carries momentum. The products must carry that momentum away, and moving products have kinetic energy. How much energy must the first electron have?

**2. Assumptions and bookkeeping**

Hartree atomic units are used in the derivation, so ħ = 1, the electron charge has magnitude 1, and masses are in units of the free-electron mass. We assume:

- The conduction-band minimum and the valence-band maximum lie at the same wavevector k0.
- Both bands are parabolic and isotropic near k0, with positive masses me for electrons and mh for holes.
- No phonon takes part, the final states are empty, and the attraction and repulsion between the products are neglected.

All wavevectors are measured from k0, and kinetic energies from the relevant band edge. The first electron starts at K. The two final electrons are at k1 and k2. The second of them came from a valence state at kv. Conservation of crystal momentum reads

(k0 + K) + (k0 + kv) = (k0 + k1) + (k0 + k2).

The two k0 on each side cancel, so the common band edge need not be at the zone centre. The hole left behind has wavevector kh = −kv, and therefore

K = k1 + k2 + kh. (1)

Let E = K²/(2me) be the initial kinetic energy. Energy conservation is

E = Eg + T, T = k1²/(2me) + k2²/(2me) + kh²/(2mh). (2)

We want the smallest E compatible with (1) and (2).

**3. The cheapest way to carry a given momentum**

Hold K fixed and ask how small T can be. Number the products j = 1, 2, h, with masses m_j = me, me, mh and velocities v_j = k_j/m_j. Define

M = 2me + mh, V = K/M.

Equation (1) says Σ m_j v_j = K = MV. Expanding a sum of squares gives

Σ m_j |v_j − V|² = Σ m_j v_j² − 2V·Σ m_j v_j + MV²
= 2T − 2MV² + MV²
= 2T − K²/M.

Hence

T = K²/(2M) + ½ Σ m_j |v_j − V|². (3)

The last term cannot be negative. It vanishes when all three products have velocity V. The least kinetic energy is therefore K²/(2M), the energy of a single body of mass M carrying momentum K. Relative motion among the products costs energy and carries no net momentum.

**4. The threshold**

Energy conservation requires E − Eg = T ≥ K²/(2M). Since K² = 2me E,

K²/(2M) = (me/M) E,

and so

E (1 − me/M) ≥ Eg.

The bracket is (M − me)/M = (me + mh)/(2me + mh), which is positive. Dividing by it gives

E ≥ E_th = Eg (2me + mh)/(me + mh). (4)

For equal masses E_th = 3Eg/2. This energy is measured from the conduction-band edge. Measured from the valence-band top it is E_th + Eg.

*The same minimum from a Lagrange multiplier.* Treat k1, k2 and kh as independent, with K given by (1), and make

L = K²/(2me) − λ [K²/(2me) − Eg − T]

stationary. Each k_j enters K with unit coefficient, so

(1 − λ) K/me + λ v_j = 0.

If λ were zero this would give K = 0, which cannot supply the gap. Thus v_j = [(λ − 1)/λ] K/me, the same for all three products. By (1) this velocity is K/M, so (λ − 1)/λ = me/M and

λ = M/(M − me) = (2me + mh)/(me + mh).

Since ∂L/∂Eg = λ, the multiplier is the rate at which the threshold rises with the gap. It equals E_th/Eg, as it must for a threshold proportional to Eg.

**5. Is every energy above threshold allowed?**

Inequality (4) is a necessary condition. To see that it is also sufficient, take E ≥ E_th and first give all products the velocity V. The energy left over is

S = E − Eg − (me/M)E = [(me + mh)/M] (E − E_th).

Now change the electron velocities to V + u and V − u and leave the hole at V. The total momentum is unchanged. The added kinetic energy is

½me(|V + u|² + |V − u|² − 2V²) = me u².

Choosing me u² = S satisfies energy conservation. Such a u exists for every E ≥ E_th, so a permitted process exists at each of these energies. At threshold S = 0 and the products move together.

This settles which processes are kinematically possible. How often they occur depends on the Coulomb matrix element and on the number of available final states, neither of which has been calculated here.

**6. Where the energy goes, and two limits**

At threshold V² = K²/M² = 2me E_th/M², and E_th = Eg M/(me + mh). Each final electron has

E_e = ½me V² = me² E_th/M² = me² Eg/[M(me + mh)],

and the hole has

E_h = ½mh V² = me mh Eg/[M(me + mh)].

Their sum is 2E_e + E_h = me Eg/(me + mh), which is E_th − Eg. For equal masses each product carries Eg/6, and the total is Eg/2.

*Heavy hole, mh ≫ me.* The threshold tends to Eg. A heavy hole can absorb the momentum while moving slowly, at little cost in energy.

*Light hole, mh ≪ me.* The threshold tends to 2Eg. The hole carries hardly any momentum, so two equal electrons must share it. Half of the initial energy then remains as their common motion, as in a completely inelastic collision between equal masses.

The threshold for a process started by a hole follows by exchanging me and mh:

E_th(hole) = Eg (2mh + me)/(me + mh).

The two thresholds add up to 3Eg. Each can be written Eg [1 + m/(me + mh)], where m is the mass of the carrier that starts the process, so in this model the lighter carrier has the lower threshold.

Formula (4) was tested by a numerical search that does not use it. Three product velocities were varied freely in three dimensions. For each choice, all velocities were rescaled by a common factor to satisfy energy conservation, and the initial energy was minimised. For mh/me = 0.01, 1, 5 and 100 the search gave E_th/Eg = 1.9901, 1.5000, 1.1667 and 1.0099, in agreement with (4).

**7. An example: tellurium**

Tellurium suits the argument because its nearly direct gap lies near a corner of the Brillouin zone, so the cancellation of k0 is needed. We use rough typical values: Eg = 0.33 eV, me = 0.09 and mh = 0.15. The isotropic masses stand in for anisotropic ones, treated in Section 8. Then

E_th = 0.33 eV × (0.18 + 0.15)/(0.09 + 0.15)
= 0.33 eV × 1.375
= 0.454 eV.

The numerical search gives the same value. As a separate test, 200,000 sets of product velocities were drawn at random around a common velocity. Among those that could be scaled to conserve energy, the lowest initial energy was 0.4540 eV, just above the threshold of 0.4538 eV.

Each final electron has 0.034 eV and the hole has 0.056 eV. Together they hold 0.124 eV, the price of momentum conservation. A hole would need 0.536 eV to start the process.

The initial wavevector, √(2me E_th), is 1.04 nm⁻¹ from the band edge. With a c-axis lattice length of about 0.59 nm, this is about a fifth of π/c, the half-height of the zone. For motion along c, with the masses given for that axis in Section 8, the fraction is about a sixth. The electron has moved a noticeable way from the band edge, which is a first warning about the parabolic approximation.

Choose a field of 0.02 MV/cm, which is 0.002 V/nm. This value is a free choice for illustration, not a measured onset or breakdown field of tellurium. An electron starting from rest and suffering no collisions reaches threshold after

0.454 eV/(0.002 eV/nm) = 227 nm.

Collisions remove energy and change the direction of motion, so this distance is not an estimate of the spacing between ionisation events.

**8. Unequal masses along different axes**

Suppose both bands are ellipsoidal with the same principal axes a, and masses me_a and mh_a. The square can be completed separately for each component of momentum, with M_a = 2me_a + mh_a:

T_min = Σ_a K_a²/(2M_a).

Let w_a be the fraction of the initial energy in component a, so that K_a²/(2me_a) = w_a E and Σ w_a = 1. The threshold condition becomes

E [1 − Σ_a w_a me_a/M_a] = Eg.

If E_a denotes formula (4) with the masses of axis a, then Eg/E_a = 1 − me_a/M_a, and

1/E = Σ_a w_a/E_a. (5)

The threshold for any direction lies between the smallest and largest E_a. Since E_a/Eg = 1 + 1/(1 + mh_a/me_a), the lowest belongs to the axis with the largest mh_a/me_a.

For tellurium, rough values across the c axis are me = 0.10 and mh = 0.11; along it they are 0.07 and 0.26. With the gap held at 0.33 eV,

across c: 0.33 eV × 0.31/0.21 = 0.487 eV,
along c: 0.33 eV × 0.40/0.33 = 0.400 eV.

A search over all directions also gave a minimum of 0.400 eV. Anisotropy thus moves the estimate from 0.454 eV by −12% to +7%, depending on direction.

**9. A conduction band that is not parabolic**

The initial energy exceeds the gap, and at such energies a narrow-gap conduction band may bend well away from a parabola. A simple description is

E(1 + aE) = k²/(2me), (6)

with a > 0. We keep the hole parabolic, to isolate the effect of the conduction band.

*Small a.* Write ε = k²/(2me), so that E ≈ ε − aε². To first order the least final energy at fixed K can be evaluated with the old sharing of momentum, because that sharing was already a minimum. Each final electron has ε_f = (me/M)² ε. The threshold condition is

ε(1 − me/M) = Eg + a(ε² − 2ε_f²).

Multiplying by M/(me + mh) gives ε = E_th + a[M/(me + mh)](ε² − 2ε_f²). The actual initial energy is ε − aε². With ε replaced by E_th in the small terms, the shift is

ΔE = a E_th² {[M/(me + mh)][1 − 2(me/M)⁴] − 1}
= a E_th² [me/(me + mh)] [1 − 2(me/M)³]. (7)

Because me/M < ½, the last bracket is positive: at first order the threshold rises. For aEg = 0.10 in our example, (7) gives about 0.022 eV. The full numerical solution of this model gives a threshold of 0.478 eV, a rise of 0.025 eV.

*Larger a.* Solving (6) for the energy gives

E(k) = [√(1 + 2ak²/me) − 1]/(2a).

The velocity dE/dk increases with k but never exceeds c = 1/√(2a me). Here c is a band velocity, not the speed of light. Both bands are convex, so equal product velocities still give the least final energy at fixed K.

Let D(K) be that least final energy, including Eg, minus the initial energy. At K = 0, D = Eg. When K increases, the least final energy grows at a rate equal to the common product velocity, while the initial energy grows at the rate of the initial velocity. The products share K, so each final electron has a smaller wavevector and a smaller velocity than the initial one. Hence D decreases steadily, and a threshold exists if D eventually crosses zero.

For very large K, E(K) → cK − 1/(2a). The product velocity approaches c, the hole has momentum mh c and energy ½mh c², and the electrons share K − mh c. Thus

D → Eg + [c(K − mh c) − 1/a + ½mh c²] − [cK − 1/(2a)]
= Eg − 1/(2a) − ½mh c²
= Eg − [1 + mh/(2me)]/(2a),

where c² = 1/(2a me) was used. A threshold exists when

aEg < ½[1 + mh/(2me)]. (8)

At or beyond this limit, D stays positive for every finite K. The initial electron gains too little energy per unit of momentum to create a pair.

For me = 0.09 and mh = 0.15 the limit is aEg = 0.917. With gap and masses fixed, aEg = 0.25 gives a threshold of 0.526 eV and aEg = 0.50 gives 0.667 eV. These are 16% and 47% above the parabolic result. At aEg = 1 the energy shortfall never falls below 0.083Eg, and the process without phonons is forbidden in this model. That cut-off depends on the parabolic hole. If the hole band also follows (6), with the same a and with mh > me, the hole's limiting velocity is below that of the electrons. At large K the least final energy then grows more slowly than the initial energy, and a threshold exists for every a in this model. It can lie several gaps above the band edge, where (6) may no longer describe a real band. No value of a is assigned to tellurium here; the range shows how strongly the answer depends on it.

**10. Other effects left out**

*Phonons.* A phonon can take up momentum at a small cost in energy. If it takes all of K, the products can be at rest, and the initial electron needs Eg plus the energy of an emitted phonon, or Eg minus that of an absorbed one. The threshold can therefore fall to near the gap: by 0.124 eV, less the energy of an emitted phonon or plus that of an absorbed one. The three-particle threshold is not an absolute lower limit once phonons participate.

*Temperature and occupied states.* The thermal energy kT is 0.007 eV at 77 K and 0.026 eV at 300 K. With gap and masses held fixed, and one valley counted for each band, the intrinsic density is

n_i = √(N_c N_v) exp[−Eg/(2kT)], N_c = 2[me kT/(2π)]^(3/2),

with mh replacing me in N_v. This gives 2.1 × 10⁶ cm⁻³ at 77 K and 1.7 × 10¹⁵ cm⁻³ at 300 K. The equilibrium occupation of a final electron state, (n_i/N_c) exp(−E_e/kT), is about 10⁻¹³ and 7 × 10⁻⁴ respectively. Treating these states as empty is sound for the intrinsic material. Heavy doping or strong injection would require a new estimate.

*The field during the event.* The initial wavevector, measured from the band edge, corresponds to a wavelength of 6.1 nm, over which the field supplies 0.012 eV. This indicates the scale on which a field-free energy threshold may be blurred; it is not a calculated shift.

*Tunnelling.* The field can also create pairs without a fast electron. For a barrier estimate, use two symmetric bands with energy ε measured from midgap and reduced mass m_r = me mh/(me + mh):

ε² = Eg²/4 + Eg k²/(4m_r).

Inside the gap k = iκ. Setting ε = sEg/2 gives κ = √(m_r Eg) √(1 − s²). In a field F, dx = dε/F, so the tunnelling exponent is

2∫κ dx = (Eg/F) √(m_r Eg) ∫₋₁¹ √(1 − s²) ds
= π √m_r Eg^(3/2)/(2F).

The integral is π/2, the area of a half disc. At 0.02 MV/cm the exponent is 128 and the tunnelling factor is of order 10⁻⁵⁶. The exponent varies as 1/F, so a tenfold larger field would reduce it to about 13. Tunnelling could then no longer be dismissed on this basis.

**11. The model beside a real device**

Tellurium is a real narrow-gap semiconductor, used for example in thin-film transistors, and the gap and masses above are in its usual range. Its valence band has two close maxima with a shallow dip between them, and is split into separate branches; the hole band is not strictly parabolic either. These features are omitted, and their effect is not negligible. The two maxima lie off k0 along c. If they are displaced by ±q and the gap is measured from them, the least final kinetic energy for motion along c becomes (K − q)²/(2M). With the masses for that axis, q = 0.1 nm⁻¹ lowers the threshold along c from 0.400 eV to 0.382 eV, and q = 0.2 nm⁻¹ lowers it to 0.367 eV. These values of q are illustrative. Real crystals also commonly contain acceptors, so the calculated intrinsic density at 77 K should not be read as the carrier density of a sample.

Besides the shape of the valence band, two further assumptions can each shift the estimate noticeably: a parabolic conduction band at an energy above Eg, and the absence of phonons. With a parabolic hole, the illustrative range aEg = 0.10 to 0.50 raises the estimate by 0.02 to 0.21 eV, whereas phonons can lower it by about 0.12 eV. This range is not a bound for a real material: the symmetric two-band formula used for tunnelling in Section 10 corresponds to aEg = 1 in both bands, and in that description energy and momentum conservation forbid the process without phonons at every finite electron energy. A value near 0.45 eV is therefore a first estimate for the model, not a measured threshold.

Silicon, common in power devices, has its band edges at different wavevectors. The cancellation in Section 2 then fails, and the threshold must be found from the full bands and the allowed transfers between valleys. In any material, a breakdown voltage also requires the scattering rates, the ionisation rates of both carriers and the field profile of the device. The numerical output below lists the inputs and most of the results.

Calculated quantities

```
search: mh/me = 0.01, threshold/gap = 1.9901
search: mh/me = 1, threshold/gap = 1.5000
search: mh/me = 5, threshold/gap = 1.1667
search: mh/me = 100, threshold/gap = 1.0099
input gap = 0.33 eV
input isotropic masses: me = 0.09, mh = 0.15 (electron masses)
input field = 0.020 MV/cm
formula threshold/gap = 1.3750
formula threshold = 0.4538 eV
searched threshold = 0.4538 eV
relative difference = 2.2e-16
lowest of random processes = 0.4540 eV
hole-initiated threshold = 0.5362 eV
each final electron, kinetic energy = 0.0338 eV
final hole, kinetic energy = 0.0563 eV
initial wavevector from band edge = 1.035 1/nm
input c-axis lattice length = 0.593 nm
initial wavevector/(pi/c) = 0.195
collision-free acceleration distance = 226.9 nm
input masses across c: me = 0.10, mh = 0.11
input masses along c: me = 0.07, mh = 0.26
threshold across c axis = 0.4871 eV
threshold along c axis = 0.4000 eV
lowest over all directions = 0.4000 eV
non-parabolic a*gap = 0.10: threshold = 0.4784 eV
non-parabolic a*gap = 0.25: threshold = 0.5262 eV
non-parabolic a*gap = 0.50: threshold = 0.6669 eV
a*gap at which the threshold disappears = 0.9167
a*gap = 1: least energy shortfall/gap = 0.0833
threshold minus gap = 0.1238 eV
at 77 K: kT = 0.0066 eV
at 77 K: intrinsic density = 2.05e+06 cm^-3
at 77 K: final-state occupation = 1.4e-13
at 300 K: kT = 0.0259 eV
at 300 K: intrinsic density = 1.68e+15 cm^-3
at 300 K: final-state occupation = 6.7e-04
initial electron wavelength = 6.07 nm
field energy gain in one wavelength = 0.0121 eV
tunnelling exponent = 127.9
tunnelling factor exp(-exponent) = 2.8e-56
```
